# Photoelectron asymmetry from two partial waves, and the argon 3p Cooper minimum

In a one-electron model of the free argon atom, linearly polarized light of 27.4 eV ejects 3p electrons with an asymmetry parameter $\beta=1.86$, strongly concentrated along the polarization. At 39.6 eV the pattern is isotropic, $\beta=0$. At 43.4 eV $\beta$ reaches $-0.25$, with more electrons at right angles to the polarization than along it, and at 49.2 eV it is zero again. The first zero is where the amplitude for reaching a d wave vanishes. Why is the pattern isotropic there, why is the minimum of $\beta$ elsewhere, and what makes the second zero? The answers follow from a formula for $\beta$ in terms of two radial amplitudes and one phase difference, derived here in two ways.

## Common ground: the amplitude

An electron of charge $-e$ in a filled subshell $nl$ of a closed-shell atom absorbs one photon of frequency $\omega$ and real polarization $\boldsymbol\epsilon$. The treatment is nonrelativistic and of first order in the field, and the electron moves in one local central potential before and after absorption. The wavelength is long compared with the atom, so the field is uniform across it.

In Gaussian units, one photon in a volume $V$ has vector-potential amplitude $\sqrt{2\pi\hbar c^2/(\omega V)}$, and the coupling is $(e/mc)\mathbf A\cdot\mathbf p$. Let the final states $\psi^-_{E\hat k}$ be normalized to $\delta(E-E')\,\delta(\hat k,\hat k')$. The golden-rule rate per solid angle is

$$\frac{2\pi}{\hbar}\,\frac{e^2}{m^2c^2}\,\frac{2\pi\hbar c^2}{\omega V}\,|\langle\psi^-|\boldsymbol\epsilon\cdot\mathbf p|i\rangle|^2 .$$

Division by the photon flux $c/V$ gives the prefactor $4\pi^2e^2/(m^2\omega c)$. For a local potential $[H,\mathbf r]=-i\hbar\mathbf p/m$. Between states whose energies differ by $\hbar\omega$ this means $\langle\mathbf p\rangle=im\omega\langle\mathbf r\rangle$, so

$$\frac{d\sigma}{d\Omega}=\frac{4\pi^2e^2\omega}{c}\sum_{i}|\langle\psi^-_{E\hat k}|\boldsymbol\epsilon\cdot\mathbf r|i\rangle|^2 ,$$

where $i$ runs over the electrons of the subshell.

The detector selects electrons that move along $\hat k$ at late times. The final state must therefore have the outgoing spherical part of a plane wave along $\hat k$ and no other outgoing part; the effect of the potential sits in the ingoing part. Let the real radial waves, normalized in energy, behave at large $r$ as

$$P_{El'}\to\sqrt{\frac{2m}{\pi\hbar^2k}}\,\sin\!\Big(kr+\frac{\ln 2kr}{ka_0}-\frac{l'\pi}{2}+\Delta_{l'}\Big),\qquad a_0=\frac{\hbar^2}{me^2}.$$

The logarithm comes from the ion's $-e^2/r$ tail and is the same for all $l'$. The phase $\Delta_{l'}=\sigma_{l'}+\delta_{l'}$ is the Coulomb phase $\sigma_{l'}=\arg\Gamma(l'+1-i/ka_0)$ plus the short-range shift. A plane wave contains $i^{l'}\sin(kr-l'\pi/2)$ in each partial wave. A factor $e^{-i\Delta_{l'}}$ cancels the phase of the outgoing exponential, as required:

$$\psi^-_{E\hat k}(\mathbf r)=\sum_{l'm'}i^{l'}e^{-i\Delta_{l'}}\,Y^*_{l'm'}(\hat k)\,Y_{l'm'}(\hat r)\,\frac{P_{El'}(r)}{r}.$$

The operator $\boldsymbol\epsilon\cdot\mathbf r=r\,\boldsymbol\epsilon\cdot\hat r$ connects $l$ to $l'=l\pm1$ only. Define

$$R_\pm=\int_0^\infty P_{E,l\pm1}\,r\,P_{nl}\,dr,\qquad a_\pm=(-i)^{l\pm1}e^{i\Delta_\pm}R_\pm .$$

The amplitude from the orbital $m$ is then

$$M_m(\hat k)=\sum_{l'=l\pm1}a_{l'}\sum_{m'}Y_{l'm'}(\hat k)\,\langle Y_{l'm'}|\boldsymbol\epsilon\cdot\hat r|Y_{lm}\rangle .\tag{1}$$

The two channels differ by $(-i)^2=-1$, so with $D=\Delta_+-\Delta_-$

$$\mathrm{Re}\,(a_+a_-^*)=-R_+R_-\cos D.\tag{2}$$

This is the origin of the minus sign in the final formula. It belongs to the convention that keeps $-l'\pi/2$ outside $\Delta_{l'}$.

## First derivation: summing over the whole shell

Equation (1) says: take the function $\boldsymbol\epsilon\cdot\mathbf n\,Y_{lm}(\mathbf n)$, split it into its parts of degree $l+1$ and $l-1$, multiply them by $a_+$ and $a_-$, and evaluate at $\mathbf n=\hat k$. Gradients perform the split. Let $\nabla_\Omega$ be $r$ times the tangential gradient. Both $r^lY_{lm}$ and $r^{-l-1}Y_{lm}$ solve Laplace's equation, and so do the Cartesian components of their gradients:

$$\nabla(r^lY)=r^{l-1}(l\,\mathbf nY+\nabla_\Omega Y),\qquad \nabla(r^{-l-1}Y)=r^{-l-2}\big(-(l+1)\mathbf nY+\nabla_\Omega Y\big).$$

A solution scaling as $r^{l-1}$ has angular degree $l-1$; one scaling as $r^{-(l+1)-1}$ has degree $l+1$. The difference of the two brackets is $(2l+1)\mathbf nY$, so

$$\mathbf nY=\underbrace{\frac{(l+1)\mathbf nY-\nabla_\Omega Y}{2l+1}}_{\text{degree }l+1}+\underbrace{\frac{l\,\mathbf nY+\nabla_\Omega Y}{2l+1}}_{\text{degree }l-1}.$$

Therefore

$$M_m=\frac{[(l+1)a_++la_-]\,(\boldsymbol\epsilon\cdot\hat k)\,Y_{lm}+(a_--a_+)\,\boldsymbol\epsilon\cdot\nabla_\Omega Y_{lm}}{2l+1}.$$

The sums over $m$ follow from the addition theorem, $\sum_mY^*_{lm}(\mathbf n)Y_{lm}(\mathbf n')=\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n')$. At $\mathbf n'=\mathbf n$ it gives $\sum|Y|^2=(2l+1)/4\pi$. A small tangential displacement of $\mathbf n'$ alone leaves $\mathbf n\cdot\mathbf n'$ unchanged to first order, so $\sum Y^*\nabla_\Omega Y=0$. Now displace $\mathbf n$ by an angle $\alpha$ along a unit tangent $\mathbf u$, and $\mathbf n'$ by $\gamma$ along $\mathbf v$. Then $\mathbf n\cdot\mathbf n'=\cos\alpha\cos\gamma+\mathbf u\cdot\mathbf v\sin\alpha\sin\gamma$, and the mixed derivative of $P_l$ at zero is $P_l'(1)\,\mathbf u\cdot\mathbf v$. Legendre's equation at argument 1 reads $-2P_l'(1)+l(l+1)=0$. Hence

$$\sum_m|\boldsymbol\epsilon\cdot\nabla_\Omega Y_{lm}|^2=\frac{2l+1}{4\pi}\,\frac{l(l+1)}{2}\,\sin^2\theta ,$$

where $\theta$ is the angle between $\boldsymbol\epsilon$ and $\hat k$, and $\sin^2\theta$ is the squared tangential part of $\boldsymbol\epsilon$. The cross terms vanish, leaving

$$\sum_m|M_m|^2=\frac{C\cos^2\theta+S\sin^2\theta}{4\pi(2l+1)},\tag{3}$$

$$C=|(l+1)a_++la_-|^2,\qquad S=\tfrac12l(l+1)|a_+-a_-|^2 .$$

## Second derivation: symmetry and two detector positions

The second route does not calculate the full pattern. The amplitude is linear in $\boldsymbol\epsilon$, so the summed intensity is $\sum_{ij}\epsilon_i\epsilon_jT_{ij}(\hat k)$. A filled shell in a central potential singles out no direction, so $T_{ij}$ can be built only from $\delta_{ij}$, $\hat k_i\hat k_j$ and the antisymmetric $\varepsilon_{ijq}\hat k_q$. The last drops out for real $\boldsymbol\epsilon$. The intensity is therefore a constant plus a multiple of $\cos^2\theta$, and two measurements fix it: $\boldsymbol\epsilon$ parallel and perpendicular to $\hat k$.

Put the $z$ axis along $\hat k$. Since $Y_{l'm'}(\hat z)=\delta_{m'0}\sqrt{(2l'+1)/4\pi}$, equation (1) becomes $M_m=\int G\,Y_{lm}\,d\Omega$ with

$$G=\frac1{4\pi}\sum_{l'=l\pm1}a_{l'}(2l'+1)P_{l'}(u)\,\boldsymbol\epsilon\cdot\mathbf n,\qquad u=\cos\vartheta=n_z .$$

Thus $\sum_m|M_m|^2$ is the squared norm of the degree-$l$ part of $G$.

The generating function $g=(1-2ut+t^2)^{-1/2}=\sum_nt^nP_n$ supplies two recurrences. From $(1-2ut+t^2)\partial_tg=(u-t)g$,

$$(2n+1)uP_n=(n+1)P_{n+1}+nP_{n-1}.$$

From $\partial_ug=tg^3$ and $g+2t\partial_tg=(1-t^2)g^3$,

$$(2n+1)P_n=P'_{n+1}-P'_{n-1}.$$

*Parallel.* Here $\boldsymbol\epsilon\cdot\mathbf n=u$. By the first recurrence, $n=l+1$ contributes $(l+1)P_l$ and $n=l-1$ contributes $lP_l$. The degree-$l$ part of $G$ is $[(l+1)a_++la_-]P_l/4\pi$. Since $\int P_l^2\,d\Omega=4\pi/(2l+1)$, the intensity is $C/[4\pi(2l+1)]$.

*Perpendicular.* Here $\boldsymbol\epsilon\cdot\mathbf n=\sin\vartheta\cos\varphi$. The function $\sin\vartheta\cos\varphi\,P_n'(u)$ is the first-order change of $P_n(u)$ when its axis is tilted, and a rotation preserves the degree $n$. By the second recurrence, $l'=l+1$ contributes $-P_l'$ and $l'=l-1$ contributes $+P_l'$. The degree-$l$ part is $(a_--a_+)\sin\vartheta\cos\varphi\,P_l'/4\pi$. Its norm needs, after integration by parts and Legendre's equation,

$$\pi\int_{-1}^1(1-u^2)P_l'^2\,du=\pi\,l(l+1)\int_{-1}^1P_l^2\,du=\frac{2\pi l(l+1)}{2l+1}.$$

Dividing by $16\pi^2$ gives $l(l+1)|a_+-a_-|^2/[8\pi(2l+1)]=S/[4\pi(2l+1)]$. Both values agree with (3).

## The asymmetry parameter

With $\cos^2\theta=(1+2P_2)/3$ and $\sin^2\theta=(2-2P_2)/3$, where $P_2=P_2(\cos\theta)$,

$$C\cos^2\theta+S\sin^2\theta=\frac{C+2S}{3}\,[1+\beta P_2],\qquad \beta=\frac{2(C-S)}{C+2S}.$$

By (2), $C=(l+1)^2R_+^2+l^2R_-^2-2l(l+1)R_+R_-\cos D$ and $S=\tfrac12l(l+1)(R_+^2+R_-^2+2R_+R_-\cos D)$. In $C+2S$ the interference cancels, and

$$C+2S=(2l+1)[(l+1)R_+^2+lR_-^2].$$

In $2(C-S)$ the coefficient of $R_+^2$ is $2(l+1)^2-l(l+1)=(l+1)(l+2)$, that of $R_-^2$ is $2l^2-l(l+1)=l(l-1)$, and that of $R_+R_-\cos D$ is $-4l(l+1)-2l(l+1)=-6l(l+1)$. This gives the Cooper–Zare formula

$$\beta=\frac{l(l-1)R_-^2+(l+1)(l+2)R_+^2-6l(l+1)R_+R_-\cos D}{(2l+1)[lR_-^2+(l+1)R_+^2]}.\tag{4}$$

Integrating (3) over angles and counting two spins per orbital gives

$$\sigma=\frac{8\pi^2e^2\omega}{3c}\,[lR_-^2+(l+1)R_+^2].$$

The phases affect the direction of emission but not the total.

For an s shell $l=0$, there is no lower channel, $S=0$, and $\beta=2$ at every energy where $R_+\neq0$. If $R_+=0$ the ratio is $0/0$, and effects left out here decide.

## What each derivation assumes

Both routes share the amplitude (1): first order, dipole field, one electron in one central potential. They differ in how they use the filled shell. The first uses the equal weights of the $m$ states explicitly, through the addition theorem, and produces the angular pattern as a result. The second obtains the pattern from the absence of a preferred direction alone, before any dynamics enters; it uses the equal weights explicitly only when it sums over $m$ to find the two intensities. Its first half therefore applies to any unoriented target in the dipole approximation, including one with correlated electrons. Its second half, like the first derivation, needs a single real $R$ and phase in each channel.

The symmetry route also shows how $\beta=2$ can fail. For an s electron without spin forces, the amplitude is a scalar linear in $\boldsymbol\epsilon$ and built with $\hat k$ alone, hence $f\,\boldsymbol\epsilon\cdot\hat k$. Spin-orbit coupling also permits $i\,g\,\mathbf s\cdot(\boldsymbol\epsilon\times\hat k)$, with $\mathbf s$ the Pauli matrices. Summed over spins, the cross term vanishes because the Pauli matrices are traceless, and the intensity is proportional to $|f|^2\cos^2\theta+|g|^2\sin^2\theta$. Then

$$\beta=\frac{2(|f|^2-|g|^2)}{|f|^2+2|g|^2},$$

which depends only on $|g/f|$: it falls below 2 whenever $g\neq0$ and approaches $-1$ where $|f|$ is small compared with $|g|$.

## The p shell

For $l=1$ write $R_s=R_-$, $R_d=R_+$, $x=R_d/R_s$ and $c=\cos D$. Equation (4) becomes

$$\beta=\frac{2x(x-2c)}{1+2x^2}.\tag{5}$$

A pure d wave ($|x|\to\infty$) gives $\beta=1$ and a pure s wave ($x=0$) gives 0, since an s wave is isotropic. There is a second zero at $x=2c$, where the d wave's own anisotropy is cancelled by its interference with the s wave. Between the zeros $\beta$ is negative.

At fixed $c$, setting $v=\sqrt2R_d$ turns (5) into $(v^2-2\sqrt2\,c\,R_sv)/(R_s^2+v^2)$. Its extremes are the eigenvalues of a symmetric $2\times2$ matrix with diagonal $0,1$ and off-diagonal $-\sqrt2c$. From $\lambda^2-\lambda-2c^2=0$,

$$\beta_{\rm ext}=\tfrac12\big(1\pm\sqrt{1+8c^2}\big).$$

The phase must include the Coulomb part. For test orbitals proportional to $r_i\,e^{-1.5\,r/a_0}$ (with $r_i=x,y,z$) and $k=1/a_0$ in a pure Coulomb field, (5) gives $\beta=1.163$, in agreement with direct integration over the closed three-dimensional Coulomb wave. Setting $D=0$ would give 1.688.

## Argon 3p through the Cooper minimum

The potential is built from the Hartree–Fock density of argon (cc-pVTZ basis), with Slater exchange and the Latter tail $-e^2/r$ beyond 2.65 bohr. Bound and continuum waves are solved in this one potential. Channel coupling, core relaxation, nonlocal exchange and spin-orbit splitting are left out. The model binds the 3p electron by 17.4 eV, against roughly 16 eV measured, so the numbers below describe the model, not real argon. The measured cross section stays near 30 to 37 Mb in the first several eV above threshold, less than half the model's 88 Mb at 18.4 eV, and its minimum lies near 48 to 50 eV, several eV above the model's. The low-energy values depend strongly on the exchange term: scaling it by 0.9 gives a binding energy of 14.8 eV and 60 Mb at 1 eV above threshold, while the zero of $R_d$ moves only to 39.7 eV. The basis matters little: a density near the Hartree–Fock limit moves the binding energy by 0.02 eV, the zeros and extrema of $\beta$ by about 0.01 eV, the start of the tail to 2.66 bohr, and the values 1 eV above threshold by 0.01 in $\beta$ and 0.4 Mb in $\sigma$. Amplitudes are in bohr/$\sqrt{\text{hartree}}$. All radial functions, bound and continuum, are taken positive near the nucleus. This fixes the separate signs of $R_s$, $R_d$ and $\cos D$: reversing the sign of a continuum wave reverses its $R$ and shifts its phase by $\pi$, leaving $\beta$ unchanged.

| Photon (eV) | $R_s$ | $R_d$ | $\cos D$ | $\beta$ | $\sigma$ (Mb) |
|---|---|---|---|---|---|
| 18.4 | 0.931 | −3.420 | −0.31 | 0.80 | 88 |
| 27.4 | 0.558 | −0.752 | 0.92 | 1.86 | 7.8 |
| 39.6 | 0.341 | 0 | 0.52 | 0 | 0.91 |
| 43.4 | 0.299 | 0.072 | 0.41 | −0.25 | 0.86 |
| 49.2 | 0.251 | 0.135 | 0.27 | 0 | 0.97 |
| 78.4 | 0.126 | 0.185 | −0.28 | 1.12 | 1.31 |

At 27.4 eV, $x=-0.7524/0.5583=-1.348$ and $2c=1.849$, so $\beta=2(-1.348)(-3.197)/(1+3.632)=1.86$. The d wave alone would give at most 1; constructive interference along $\boldsymbol\epsilon$ supplies the rest.

At 39.6 eV $R_d$ changes sign and the s wave alone remains. The cross section stays finite, at 0.91 Mb. Near this point (5) gives $\beta\approx-4cx$. Since $c>0$ and $x$ is rising through zero, $\beta$ must become negative on the high-energy side. The second zero, at 49.2 eV, satisfies $x=0.1353/0.2509=0.539$, which equals $2c=2(0.2698)=0.540$ within rounding.

At the minimum, $x=0.0723/0.2991=0.242$. The d wave carries a fraction $2x^2/(1+2x^2)=0.105$ of the cross section, yet all the anisotropy depends on it: its own term $2x^2/(1+2x^2)$ contributes $+0.105$ to $\beta$ and its interference with the s wave, $-4cx/(1+2x^2)$, contributes $-0.359$. The fixed-phase bound there is $-0.27$, slightly below the actual $-0.25$. Differentiating (5) at fixed $c$ gives $\partial\beta/\partial x=4(2cx^2+x-c)/(1+2x^2)^2$, so the bound would be reached at the root $x=0.33$ of $2cx^2+x-c=0$, and for smaller positive $x$ the derivative is still negative. The minimum comes earlier because $c$ is falling with energy: $\partial\beta/\partial c=-4x/(1+2x^2)$ is negative, so a falling $c$ raises $\beta$ and offsets the decrease due to growing $x$.

The minimum of $\sigma$, at 42.5 eV, is also displaced from the zero of $R_d$. At that zero $R_d^2$ is stationary, while $\omega R_s^2$ is still decreasing, so $\sigma$ continues to fall until the growing d contribution compensates.

What cancels in $R_d$? The 3p orbital has its node at 0.47 bohr, and at the Cooper zero the d wave has its first node at 2.05 bohr. The integral receives 0.004 from inside the first radius, −0.575 from between the two, and 0.571 from outside the second. The cancellation thus takes place almost entirely within the outer lobe of 3p, across the node of the d wave; the inner lobe contributes less than one percent of either large piece.

That d-wave node, at $r_0$, moves inward as the energy rises. With a dot for $\partial/\partial E$, the radial equation gives $(P'\dot P-P\dot P')'=(2m/\hbar^2)P^2$. Integrating from the origin to $r_0$, where $P=0$, gives

$$\frac{dr_0}{dE}=-\frac{\dot P}{P'}\bigg|_{r_0}=-\frac{2m}{\hbar^2P'(r_0)^2}\int_0^{r_0}P^2\,dr<0 .$$

The interval between the two nodes, which contributes with negative sign, therefore narrows as the energy rises. Narrowing alone does not explain the sign change, because the d wave inside the interval also becomes smaller. If the wave at a photon energy of 27.4 eV is cut at the node radius of the 39.4 eV wave, the negative piece only goes from −1.23 to −1.03, whereas its actual value at 39.4 eV is −0.58. At photon energies of 27.4, 39.4 and 78.4 eV the negative piece is −1.23, −0.58 and −0.20. The positive piece from beyond the node is 0.48, 0.57 and 0.38, so it changes much less and does not grow steadily.

For the nodeless 2p orbital in the same potential, $R_d$ keeps one sign at all sampled kinetic energies from 1 to 121 eV. That contrast does not isolate the role of the 3p node, because 2p is also far more compact, with a mean radius of 0.37 bohr against 1.50 bohr for 3p, and so samples the d wave closer to the nucleus. The numerical output below gives the finer energy sequence.

## Values computed for the example and the checks

```
angular formula, largest error: 5.9e-14
s shell, beta from sum over m: 2.000000
Coulomb test, k = 1.0 /bohr, orbital decay = 1.5 /bohr
  beta from 3D Coulomb wave: 1.162766
  beta from partial waves: 1.162766
  beta with phase difference set to 0: 1.688338
H 1s sigma at 0.5 hartree kinetic: 0.93139 Mb
  closed formula: 0.93139 Mb
Ar Hartree-Fock energy: -526.81313 hartree
Latter tail begins at: 2.652 bohr
Ar 3p binding energy in model: 17.381 eV
Ar 2p binding energy in model: 259.11 eV
3p radial node: 0.4702 bohr
length-velocity relative difference: 4.8e-06
R in bohr/sqrt(hartree), D = phase d minus phase s
kin/eV photon/eV   R_s     R_d   cos D   beta  sigma/Mb
    1    18.38   0.9312  -3.4197 -0.3066  0.8032  88.1214
    4    21.38   0.7675  -2.4621  0.8411  1.4537  53.7240
    7    24.38   0.6483  -1.3452  0.9986  1.7583  19.4658
   10    27.38   0.5576  -0.7487  0.9238  1.8601   7.7503
   16    33.38   0.4289  -0.2190  0.7129  1.2995   1.8465
   22    39.38   0.3426  -0.0042  0.5263  0.0261   0.9139
   28    45.38   0.2811   0.0984  0.3636 -0.2121   0.8827
   34    51.38   0.2355   0.1506  0.2178  0.1435   1.0243
   40    57.38   0.2006   0.1767  0.0858  0.4895   1.1645
   46    63.38   0.1733   0.1879 -0.0334  0.7447   1.2606
   52    69.38   0.1515   0.1904 -0.1401  0.9288   1.3090
   61    78.38   0.1261   0.1853 -0.2777  1.1189   1.3108
   76    93.38   0.0967   0.1677 -0.4557  1.3080   1.2113
   91   108.38   0.0770   0.1485 -0.5856  1.4168   1.0720
  121   138.38   0.0526   0.1162 -0.7591  1.5306   0.8138
Cooper zero R_d=0: kin 22.18 eV, photon 39.56 eV
  R_s 0.3405, R_d 0.0000, cos D 0.5212, beta -0.0000, sigma 0.9064 Mb
second zero of beta: kin 31.79 eV, photon 49.17 eV
  R_s 0.2509, R_d 0.1353, cos D 0.2698, beta 0.0000, sigma 0.9677 Mb
minimum of beta: kin 26.04 eV, photon 43.42 eV
  R_s 0.2991, R_d 0.0723, cos D 0.4146, beta -0.2543, sigma 0.8576 Mb
maximum of beta below R_d=0: kin 9.97 eV, photon 27.36 eV
  R_s 0.5583, R_d -0.7524, cos D 0.9246, beta 1.8601, sigma 7.8073 Mb
lower bound of beta at its minimum's cos D: -0.2706
d-wave first node at R_d=0: 2.0535 bohr
R_d pieces inside, between, outside the two nodes:
  0.00433, -0.57535, 0.57102 bohr/sqrt(hartree)
2p R_d at 1 and 121 eV kinetic: 0.23761, 0.10632
local minimum of sigma: photon 42.5 eV, 0.8543 Mb
```
